# Wall-loss probability of radicals from film decay in a deep hole

## The problem

A plasma supplies neutral radicals to the mouth of a long cylindrical hole of diameter $d$, closed at the bottom. The radicals deposit a thin film on the side wall. Well below the mouth and well above the bottom, the film thickness falls by a factor $e$ over every twenty diameters of depth. The gas is so dilute that radicals fly from wall to wall without meeting other molecules. What is the sticking probability of a radical per wall hit?

Assume that a radical which is not lost leaves the wall in a random direction given by the cosine law, with no memory of how it arrived. The loss probability per hit, $s$, is small and the same everywhere, the film is much thinner than $d$, and conditions are steady. For now, every lost radical is taken to join the film, so that $s$ is the sticking probability.

## A tempting solution

Between two hits a radical travels a distance of about $d$. To get down by twenty diameters it therefore needs about twenty hits. The fraction surviving $N$ hits is $(1-s)^N\approx e^{-sN}$, and one e-fold requires $sN=1$. Hence

$$s\approx\frac{1}{20}=0.05 .$$

## Where it fails

The survival law is right, and so is the typical flight length. The fault is the count of hits. It assumes that every flight carries the radical downwards. A radical leaving the wall by the cosine law is as likely to go up as down, so its depth performs a random walk. After $N$ hits the typical displacement grows as $\sqrt N\,d$, not as $N d$. Reaching twenty diameters takes hundreds of hits, and a radical that survives hundreds of hits must have a far smaller $s$.

Replacing $N=20$ by $N=20^2=400$ repairs the scaling but not the factor, because the axial step is not equal to $d$ and the decay length is not the same thing as a root-mean-square displacement. The first factor follows from the geometry of one flight, the second from the steady balance between diffusion and loss.

## The right solution

**One flight.** Let $\alpha$ be the angle between the direction of flight and the hole axis, and $\varphi$ the angle, seen along the axis, between the flight and the inward wall normal. The direction has an axial component $\cos\alpha$ and a normal component $\sin\alpha\cos\varphi$. Seen along the axis, the flight is a chord of a circle, at angle $\varphi$ to the diameter, so its projected length is $d\cos\varphi$. The full path $\ell$ satisfies $\ell\sin\alpha=d\cos\varphi$, and the axial step is $\zeta=\ell\cos\alpha$:

$$\ell=\frac{d\cos\varphi}{\sin\alpha},\qquad \zeta=d\cos\varphi\cot\alpha .$$

The cosine law gives a probability per solid angle equal to the normal component divided by $\pi$. With the solid angle $\sin\alpha\,d\alpha\,d\varphi$, the weight is

$$\frac{1}{\pi}\sin^2\!\alpha\,\cos\varphi\,d\alpha\,d\varphi,\qquad 0<\alpha<\pi,\quad -\frac{\pi}{2}<\varphi<\frac{\pi}{2}.$$

It is normalized, since the two integrals are $\pi/2$ and $2$. The mean step $\langle\zeta\rangle$ vanishes because $\cot\alpha$ is odd about $\alpha=\pi/2$. The other averages needed are

$$\langle\ell\rangle=\frac{d}{\pi}\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\varphi\,d\varphi=\frac{d}{\pi}\cdot2\cdot\frac{\pi}{2}=d,$$

$$\langle\zeta^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2d^2}{3}.$$

**Diffusivity.** Let $f(v)$ be the normalized speed distribution in the gas and $\bar v$ its mean speed. Fast molecules cross a surface more often, so those leaving the wall have speeds distributed as $v f(v)$. Their mean inverse speed is $\int f\,dv/\int v f\,dv=1/\bar v$. Speed and direction are independent, so the mean flight time is $\tau=\langle\ell\rangle/\bar v=d/\bar v$. Successive steps are independent with zero mean, so their mean squares add, and the squared displacement grows by $\langle\zeta^2\rangle$ per time $\tau$. Setting this equal to $2D\tau$ gives the Knudsen diffusivity

$$D=\frac{\langle\zeta^2\rangle}{2\tau}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.$$

**Balance.** Let $n(z)$ be the radical density at depth $z$. The downward flow through a cross-section is $-(\pi d^2/4)D\,n'$. A slice of height $dz$ gains the difference between inflow and outflow, $(\pi d^2/4)D\,n''\,dz$. It loses radicals on the wall area $\pi d\,dz$, where the flux from a nearly isotropic gas is $n\bar v/4$ and a fraction $s$ is lost. In the steady state

$$\frac{\pi d^2}{4}\,\frac{d\bar v}{3}\,n''=\pi d\,s\,\frac{n\bar v}{4}
\quad\Longrightarrow\quad n''=\frac{3s}{d^2}\,n .$$

The speed has cancelled. A faster radical diffuses faster but also hits the wall more often, so with $s$ held fixed neither temperature nor mass affects the profile.

**Decay length.** Far from the bottom the growing solution is absent, and

$$n\propto e^{-z/L},\qquad L=\frac{d}{\sqrt{3s}} .$$

The film grows at a rate proportional to $s\,n\bar v/4$, so with uniform $s$ its thickness has the same profile. Squaring and solving for $s$,

$$\boxed{\,s=\frac13\left(\frac dL\right)^2\,},\qquad L=20d:\quad s=\frac{1}{3\times400}=\frac1{1200}=0.00083 .$$

The first answer was too large by a factor of 60. A sticking probability of 0.05 would give $L=d/\sqrt{0.15}\approx2.6\,d$ in the diffusion model, nowhere near the observed profile.

**The same result from counting hits.** Let $\Gamma(z)$ be the flux onto the wall. Far from the ends, what arrives at $z$ left the wall one step earlier, after surviving with probability $1-s$. Expanding over a step that is short compared with $L$,

$$\Gamma(z)=(1-s)\langle\Gamma(z-\zeta)\rangle\approx(1-s)\left[\Gamma+\frac{\langle\zeta^2\rangle}{2}\Gamma''\right]=(1-s)\left[\Gamma+\frac{d^2}{3}\Gamma''\right].$$

Hence $\Gamma''=3s\,\Gamma/[(1-s)d^2]$. For small $s$ this is the previous equation. Keeping $1-s$ would change the answer from $1/1200$ to $1/1201$, so weak loss is a safe assumption here.

## The bottom of the hole

If the hole has depth $H$ and the small loss on its bottom disc is neglected, no radicals flow through the bottom, so $n'(H)=0$. The solution with density $n_0$ at the mouth is

$$\frac{n(z)}{n_0}=\frac{\cosh[(H-z)/L]}{\cosh(H/L)}
=e^{-z/L}\,\frac{1+e^{-2(H-z)/L}}{1+e^{-2H/L}} .$$

The second form shows when the exponential may be used: $2(H-z)/L$ must be large. Neglecting the disc is also justified. Its loss would require $Dn'(H)=-s\bar v n/4$, that is $|n'|/n=3s/(4d)=d/(4L^2)$. Compared with the natural slope $1/L$, this is $d/(4L)$, about 1 percent for $L=20d$.

The opposite limit, $H\ll L$, describes a nearly uniform coating. Since $1/\cosh u\approx1-u^2/2$,

$$\frac{n(H)}{n_0}\approx1-\frac{H^2}{2L^2}=1-\frac{3s}{2}\left(\frac Hd\right)^2 .$$

For a hole 100 diameters deep, a bottom film only 10 percent thinner than the mouth film requires $s\approx7\times10^{-6}$, in this model and for a film much thinner than $d$. The square of the aspect ratio makes this demand severe.

## How good is the diffusion picture?

The expansion above used only the second moment of the step. Higher terms need care, because long steps are not exponentially rare. A step longer than $xd$, with $x\gg1$, requires $\alpha<\alpha_0\approx\cos\varphi/x$. Using $\int_0^{\alpha_0}\sin^2\!\alpha\,d\alpha\approx\alpha_0^3/3$, its probability in one direction is

$$P(\zeta>xd)\approx\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\varphi\,\frac{\cos^3\!\varphi}{3x^3}\,d\varphi=\frac{1}{3\pi x^3}\cdot\frac{3\pi}{8}=\frac{1}{8x^3}.$$

The step density therefore falls as $x^{-4}$, and the fourth moment diverges. The exponential can only be an intermediate law.

To see how well it holds, the wall flux was computed from an integral equation that contains the straight-flight geometry and the loss, but no diffusivity. For holes ten predicted decay lengths deep, the slope of $\ln\Gamma$ was fitted between $0.5L$ and $2.5L$. Where diffusion predicts $L=5d$, the fit gives $4.94d$, about 1 percent less; where it predicts $20d$, the two agree within 1 percent. The fit averages over its window, so the local slope can deviate by more than the fitted one.

Much deeper, radicals flying far down from the mouth take over. The direct flux onto the wall at depth $xd$, relative to the outside flux, is $1/(8x^3)$: the gas outside acts like a continuation of the tube filled with uniform gas. Each arriving radical makes about $1/s$ hits near its landing point, which raises the wall flux to roughly $1/(8sx^3)$. For $L=5d$, where $s=1/75$, this is about $4500\,e^{-20}$ at 100 diameters. The integral equation gives $5500\,e^{-20}$ there, and a local power of $-3.2$ between 100 and 150 diameters. The estimate omits long flights that begin on the wall inside the hole. For $L=20d$ and a hole 400 diameters deep, the flux reaches twice the fitted exponential at about 205 diameters.

## A worked hole

Take $d=100$ nm, $H=10000$ nm and an observed e-fold length $L=2000$ nm. The radical has a round model mass of 15 u, at 400 K and 0.05 Torr. Then

$$s=\frac13\left(\frac{100}{2000}\right)^2=0.00083,$$

and a radical that could not leave through the mouth would make on average $1/s=1200$ hits before it is lost. Most do leave. The wall absorbs a fraction of about $4sL/d=1/15$ of the inflow, so some 94 percent of the entering radicals come out again, and the average over all of them is only about 76 hits. Because $s\propto L^{-2}$, a 10 percent error in $L$ matters: $L=18d$ would give 0.00103, and $L=22d$ would give 0.00069.

The mean speed is 751 m/s, so $D=d\bar v/3=0.25$ cm²/s. The corresponding lifetime against wall loss is $\tau/s=1200\times(100\ \text{nm})/(751\ \text{m/s})=160$ ns. A deposition lasting seconds is therefore steady on the scale of radical transport.

How the decay length is read from the film also matters. The integral equation was solved for this hole with $s=1/1200$, and its profile was treated as data. The slope between 10 and 50 diameters gives back $s=0.00083$. Taking instead the depth at which the film has fallen to $1/e$ of its average over the first tenth of a diameter gives $19.4d$ and $s=0.00089$, 6 to 7 percent too high. The first e-fold, counted from the mouth, is thus shorter than the slope deeper down suggests. The slope is the better quantity to use, provided the window lies within the first few decay lengths and well above the bottom. In this hole a window from 40 to 80 diameters feels the bottom and gives an $s$ 12 percent too low; in a hole 400 diameters deep, long flights make the slope between 110 and 150 diameters give an $s$ 11 percent too low. Between 20 and 80 diameters, the computed flux relative to its value at 10 diameters agrees with the cosh formula within 2 percent.

## Beside a real hole

These dimensions are roughly those of memory holes in stacked flash devices, about 100 nm wide and several micrometres deep; the 2000 nm decay length is a chosen value. With $H=5L$ the film at the bottom would be only about 1 percent of that at the mouth, so this radical would not coat such a hole uniformly. Real holes also taper or bow, and their surface need not have a uniform $s$. Four further departures can be sized for the present numbers.

- **Recombination.** The profile measures the total loss per hit. If some lost radicals recombine on the surface and leave as unreactive gas, they shorten $L$ without adding to the film. If half of the loss were of this kind, the sticking probability would be 0.00042. This is the largest of the four changes, and the profile shape alone cannot reveal it.

- **Narrowing.** With a local diameter $w(z)$, the area varies as $w^2$ and the diffusivity as $w$, so the balance becomes $(w^3n')'=3s\,w\,n$. For a film 2 nm thick at the mouth and decaying as $e^{-z/L}$, the $1/e$ depth of the density gives an apparent $s$ 9 percent above the true one; for 1 nm the excess is 4 percent. This holds the final taper fixed, which overstates the effect: for a 2 nm film grown from zero, the $1/e$ depth of the film gives an excess of about 4 percent. The slope between $0.5L$ and $2.5L$ is less affected, by about 3 percent with the taper fixed and under 2 percent for the grown film.

- **Specular reflection.** In a circular tube a mirror-like bounce repeats the previous axial step. If a fraction $p$ of bounces is specular, a step is repeated in runs of $m$ with probability $(1-p)p^{m-1}$. The diffusivity is multiplied by $\langle m^2\rangle/\langle m\rangle=(1+p)/(1-p)$, and for a given $L$ so is the inferred $s$, which is still the mean loss per hit. An assumed $p=0.05$ raises it by 11 percent.

- **Gas collisions.** For a rough collision diameter of 0.4 nm the mean free path is $1.2\times10^6$ nm, some $10^4$ hole diameters. Even over 1200 flights a radical meets only about 0.1 gas molecules. If 1 percent of the gas is radicals, it meets about 0.001 other radicals, so loss by radical–radical reactions in the gas is negligible beside wall loss.

The observed decay thus fixes a total wall-loss probability near 0.0008, with corrections of a few percent from narrowing and about 10 percent from reflection for the values assumed here. Calling it a sticking probability requires separate evidence that recombination is weak. Most of the computed values are collected in the numerical output.

## Numbers as computed

```
mean path of a flight: 1.000000 d
mean square axial step: 0.666667 d^2
Knudsen diffusivity: 0.333333 d*vbar
predicted L = 5 d, kinetic L = 4.942 d
predicted L = 10 d, kinetic L = 9.944 d
predicted L = 20 d, kinetic L = 19.954 d
predicted L = 40 d, kinetic L = 39.976 d
tail power for L = 5 d, depth 100-150 d: -3.19
flux there at 100 d over exp(-20): 5.47e+03
L = 20 d: flux twice fitted exponential at 205 d
hole diameter: 100 nm
hole depth: 10000 nm
observed e-fold length: 2000 nm
temperature: 400 K
pressure: 0.05 Torr
radical mass: 15 u
collision diameter (rough): 0.4 nm
inferred loss probability s: 0.000833
mean number of wall hits before loss: 1200
s if L is 18 d: 0.001029
s if L is 22 d: 0.000689
mean speed: 751.4 m/s
Knudsen diffusivity: 0.2505 cm^2/s
radical lifetime in hole: 159.7 ns
this hole, kinetic slope length 10-50 d: 20.012 d
s inferred from that slope: 0.000832
this hole, 1/e depth from mouth film: 19.404 d
s inferred from that depth: 0.000885
wall flux at mouth over outside flux: 0.9691
flux at 20 d over 10 d: kinetic 0.6030, cosh 0.6067
flux at 40 d over 10 d: kinetic 0.2219, cosh 0.2237
flux at 60 d over 10 d: kinetic 0.0835, cosh 0.0836
flux at 80 d over 10 d: kinetic 0.0349, cosh 0.0343
mouth film 1 nm: apparent s / true s = 1.0437
mouth film 2 nm: apparent s / true s = 1.0908
assumed specular fraction: 0.05
factor on inferred s from it: 1.1053
gas mean free path: 1.17e+06 nm
Knudsen number: 1.17e+04
gas collisions in a radical lifetime: 0.1030
assumed radical share of gas: 0.01
radical-radical collisions per lifetime: 0.001
assumed recombined share of wall loss: 0.50
sticking probability in that case: 0.000417
```
